# Poles, residues and loss of positivity in the coupled-cluster Green's function, part 3

The truncated coupled-cluster Green's function can have unsymmetric residues with negative weight; linear H$_4$ is the test case. Hartree atomic units are used (1 Ha = 27.211386 eV), with lengths in Å. Indices $i,j,k,l,m$ are occupied and $a,b,c,d$ virtual in the determinant $|\Phi\rangle$; $p,q$ are either, and $k$ also numbers eigenstates. In 2h1p, h means hole and p particle.

$T$ and $\Lambda$ (amplitudes $t$, $\lambda$) contain excitations $\tau_\mu$ and de-excitations $\tau_\mu^\dagger$ up to rank $n$ (CCSD: 2). Write $|\mu\rangle=\tau_\mu|\Phi\rangle$, $\bar O=e^{-T}Oe^{T}$, $|\Psi\rangle=e^{T}|\Phi\rangle$, $\langle\Lambda|=\langle\Phi|(1+\Lambda)$, $\langle\tilde\Psi|=\langle\Lambda|e^{-T}$, $E_{\rm CC}=\langle\Phi|\bar H|\Phi\rangle$. $T$ solves $\langle\mu|\bar H|\Phi\rangle=0$, with Jacobian $J_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|\Phi\rangle$; $\Lambda$ solves

$$\langle\Phi|(1+\Lambda)[\bar H,\tau_\nu]|\Phi\rangle=0,\tag{3}$$

The unprojected form is

$$G_{pq}(z)=\langle\Lambda|\bar a_p\frac{1}{z-(\bar H-E_{\rm CC})}\overline{a_q^\dagger}|\Phi\rangle+\langle\Lambda|\overline{a_q^\dagger}\frac{1}{z+(\bar H-E_{\rm CC})}\bar a_p|\Phi\rangle .\tag{4}$$

$P^-$ keeps ionized determinants with at most $n$ holes, $P^+$ attached ones with at most $n$ particles. The projected form, whose left vectors $e,f$ are cut, is

$$b_p=\bar a_p|\Phi\rangle,\quad c_q=\overline{a_q^\dagger}|\Phi\rangle,\quad e_q=\langle\Lambda|\overline{a_q^\dagger}P^-,\quad f_p=\langle\Lambda|\bar a_pP^+,$$

$$G_{pq}(z)=f_p\,(z-M^+)^{-1}c_q+e_q\,(z+M^-)^{-1}b_p .\tag{6}$$

For EOM operators $R$,

$$P^\mp[\bar H,R]|\Phi\rangle=P^\mp(\bar H-E_{\rm CC})R|\Phi\rangle=M^\mp R|\Phi\rangle ,\tag{7}$$

Right and left eigenvectors $R_k$, $L_k$ of $M^\mp$ ($L_kR_l=\delta_{kl}$, eigenvalues $\Omega_k^\mp$) give poles at $-\Omega_k^-$ and $+\Omega_k^+$, with

$$Z^{+,k}_{pq}=(f_pR_k)(L_kc_q),\qquad Z^{-,k}_{pq}=(L_kb_p)(e_qR_k).\tag{10}$$

$$\sum_kZ^{-,k}_{pq}=\langle\tilde\Psi|a_q^\dagger a_p|\Psi\rangle\equiv\gamma_{qp},\qquad\sum_kZ^{+,k}_{pq}=\langle\tilde\Psi|a_pa_q^\dagger|\Psi\rangle=\delta_{pq}-\gamma_{qp}.\tag{11}$$

Quartets have zero residue. The summed ionization residue has $\lambda_a^m$ at $(m,a)$ and, at $(a,m)$,

$$e_mb_a=t_m^a+\sum_{ld}\lambda_d^lt_{ml}^{ad}-\sum_{kb}t_m^b\lambda_b^kt_k^a-\tfrac12\sum_{kjbc}t_{mj}^{bc}\lambda_{bc}^{kj}t_k^a-\tfrac12\sum_{klbd}t_m^b\lambda_{bd}^{kl}t_{kl}^{ad},\tag{12}$$

These agree through second order.

Each residue is $Z_{pq}=x_py_q$, with $\theta$ the angle between $x$ and $y$, $\rho=|x||y|$, $\delta=Z_{pq}-Z_{qp}$. The symmetrized residue has eigenvalues

$$\lambda_+=\tfrac12(x\cdot y+\rho)=\rho\cos^2\tfrac\theta2,\qquad\lambda_-=\tfrac12(x\cdot y-\rho)=-\rho\sin^2\tfrac\theta2 .\tag{13}$$

and, in a two-orbital block,

$$\lambda_+\lambda_-=-\tfrac14\delta^2,\qquad\lambda_++\lambda_-=\mathrm{tr}Z .\tag{14}$$

For small $|\delta|$, $\lambda_-\approx-\delta^2/(4\,\mathrm{tr}Z)$. The normalized orbital $v\propto\hat x-\hat y$ (unit vectors; $u$ in the listing) has weight $\lambda_-$ and, at broadening $\eta$, peak spectral function $A_{vv}\approx\lambda_-/(\pi\eta)$. Untruncated operators give symmetric, positive semidefinite residues. Near a coalescence of two real eigenvalues, residues are large and nearly cancel.

## 11. Worked example: linear H$_4$

The chosen inputs are four equidistant hydrogen atoms with spacing 1.50 Å, the STO-3G basis, and restricted Hartree–Fock orbitals with energies $-0.429165$, $-0.298356$, $+0.132726$, $+0.359861$ Ha. Orbitals 0 and 1 are occupied. Orbitals 0 and 2 are even under inversion, 1 and 3 odd, so every residue lives in a $2\times2$ block and (14) applies. Orbital signs are fixed by a positive coefficient on the first atom. Only the $\alpha$-spin block is shown.

All operators were represented as explicit matrices in the $2^8$-dimensional Fock space. The $T$ equations were solved by Newton iteration with the Jacobian $J$, $\Lambda$ by the linear system (3), and the four vectors of (6) were formed from their operator definitions. The energies are $E_{\rm RHF}=-1.82913741$, $E_{\rm CCSD}=-1.99762416$ and $E_{\rm FCI}=-1.99615033$ Ha. CCSD lies below the exact energy by $1.99762416-1.99615033=0.00147383$ Ha, which is allowed, since $E_{\rm CC}$ is not an expectation value with equal bra and ket.

Removing an $\alpha$ electron gives 2 determinants of type 1h, $1\times2=2$ with two $\alpha$ holes and an $\alpha$ particle, and $2\times2\times2=8$ with an $\alpha$ hole, a $\beta$ hole and a $\beta$ particle: 12 in all. The number of quartets equals the number of determinants with $M_S=-\tfrac32$ (two $\alpha$ holes and a $\beta$ particle), which is 2. The attachment space counts in the same way. Ten eigenvalues in each sector agree with those of an independent spin-adapted EOM-CCSD implementation, which works with the connected form and has only doublets, to $3.4\times10^{-10}$ Ha (ionization) and $3.8\times10^{-10}$ Ha (attachment). This tests (7). The two remaining eigenvalues, $\Omega^-=0.488573$ and $0.658310$ Ha and $\Omega^+=0.421538$ and $0.519910$ Ha, have vanishing residues. The residues (10) were compared with $\frac1{2\pi i}\oint G\,dz$, evaluated by the trapezoidal rule on a circle around each pole with $G$ from linear solves of (6), and agree to $1.2\times10^{-15}$. The largest discarded left component has norm 0.41113 for ionization and 0.41176 for attachment.

The first exact poles are $-0.378108$ and $+0.218930$ Ha, with strengths 0.758652 and 0.762199. The unprojected form (4), whose spectrum was confirmed numerically to be the FCI spectrum of the ions, places them at $-0.378108-0.001474=-0.379582$ and $0.218930+0.001474=0.220404$ Ha. The projected form gives $-0.376320$ Ha ($-10.2402$ eV) and $+0.212758$ Ha ($+5.7894$ eV), in error by $+0.001788$ and $-0.006172$ Ha, with strengths 0.756725 and 0.758638. These numbers belong to the minimal basis and are not converged properties of H$_4$. In 6-31G at the same geometry the first poles move to $-0.4295$ and $+0.0140$ Ha, shifts of $-0.053$ and $-0.199$ Ha, and $E_{\rm CCSD}-E_{\rm FCI}$ becomes $+0.06$ mHa ($+0.33$ mHa at 0.9 Å). The asymmetry and the negative weight persist there with different sizes: the largest $|Z_{pq}-Z_{qp}|$ is 0.057 and the lowest $\lambda_-$ is $-6.2\times10^{-3}$.

Ionization poles:

| $\omega$ (Ha) | tr $Z$ | $\lvert\delta\rvert$ | $\lambda_-$ |
|---|---|---|---|
| −0.376320 | 0.756725 | 1.814e−2 | −1.087e−4 |
| −0.434809 | 0.618648 | 2.088e−2 | −1.761e−4 |
| −0.550428 | 0.391664 | 3.698e−2 | −8.711e−4 |
| −0.665104 | 0.028117 | 6.222e−2 | −2.008e−2 |
| −0.696894 | 0.101276 | 5.661e−2 | −7.374e−3 |
| −0.797083 | 0.071997 | 1.992e−3 | −1.378e−5 |
| −1.012353 | 0.003506 | 3.117e−4 | −6.916e−6 |
| −1.076387 | 0.021280 | 5.219e−3 | −3.153e−4 |
| −1.275355 | 0.002053 | 5.503e−4 | −3.624e−5 |
| −1.276919 | 0.004734 | 2.007e−4 | −2.127e−6 |

Attachment poles:

| $\omega$ (Ha) | tr $Z$ | $\lvert\delta\rvert$ | $\lambda_-$ |
|---|---|---|---|
| 0.212758 | 0.758638 | 2.322e−2 | −1.777e−4 |
| 0.328554 | 0.411345 | 5.184e−2 | −1.627e−3 |
| 0.439170 | 0.612601 | 6.824e−2 | −1.895e−3 |
| 0.498753 | 0.033064 | 2.456e−2 | −4.062e−3 |
| 0.646800 | 0.092280 | 1.560e−2 | −6.543e−4 |
| 0.746652 | 0.044525 | 3.116e−3 | −5.445e−5 |
| 0.925867 | 0.006689 | 8.119e−4 | −2.455e−5 |
| 0.954702 | 0.036213 | 8.304e−3 | −4.699e−4 |
| 1.221185 | 0.003687 | 2.182e−5 | −3.227e−8 |
| 1.226243 | 0.000957 | 8.064e−4 | −1.472e−4 |

The ionization traces add up to 2.000000, the number of $\alpha$ electrons, and the attachment traces to 1.999999, which is $4-2$ within rounding. All twenty poles are real, all have positive trace, and all have a negative direction. Only four show it on the canonical diagonal: $-1.019\times10^{-4}$ at $-0.376320$ Ha, $-1.490\times10^{-4}$ at $0.212758$ Ha, $-3.409\times10^{-3}$ at $0.498753$ Ha and $-2.798\times10^{-5}$ at $0.646800$ Ha. For the first ionization pole the small-angle form of (14) gives $-(0.01814)^2/(4\times0.756725)=-1.087\times10^{-4}$, as tabulated.

The summed ionization residue has the elements $(0,2)=-0.0155295$ and $(2,0)=-0.0021042$, differing by $-0.0134253$, and $(1,3)=+0.0164704$ and $(3,1)=+0.0044467$, differing by $+0.0120237$. By Section 8 the $(0,2)$ and $(1,3)$ elements are the amplitudes $\lambda_2^0$ and $\lambda_3^1$, and their partners are expression (12). The partners differ here by factors of about 7 and 4, so in this example the terms beyond second order are not small. The symmetrized sum agrees with the one-particle density of the independent implementation, which symmetrizes its density, so that comparison tests $\Lambda$ but cannot reveal the asymmetry.

For the pole at $-0.665104$ Ha ($-18.0984$ eV), scale $R_k$ so that $|x|=|y|=0.261293$. The nonzero components are

$$x_1=+0.261281,\quad x_3=-0.002450,\qquad y_1=+0.105368,\quad y_3=-0.239106 .$$

One Dyson amplitude describes the state as reached almost purely through the occupied orbital 1. The other has its larger component on the virtual orbital 3. In the notation of Section 5, $x_3=L_kb_3$ contracts the left eigenvector with $t$ amplitudes and $y_3=e_3R_k$ contracts the right eigenvector with $\lambda$ amplitudes, and they differ by two orders of magnitude. The products are

$$Z_{11}=0.261281\times0.105368=0.027531,\qquad Z_{13}=0.261281\times(-0.239106)=-0.062474,$$

$$Z_{31}=-0.002450\times0.105368=-0.000258,\qquad Z_{33}=(-0.002450)(-0.239106)=0.000586 .$$

Both diagonal elements are positive. The trace is $0.027531+0.000586=0.028117$, and $\delta=-0.062474+0.000258=-0.062216$. With $\rho=0.261293^2=0.068274$, $\cos\theta=0.028117/0.068274=0.4118$ and $\theta=65.681^\circ$. Equation (13) gives

$$\lambda_-=\tfrac12(0.028117-0.068274)=-0.020079,\qquad\lambda_+=\tfrac12(0.028117+0.068274)=0.048195,$$

and $\lambda_+\lambda_-=-9.677\times10^{-4}=-\delta^2/4$. The negative direction is $x-y=(0.155913,\,0.236656)$, of length 0.283399, which normalizes to $v=(0.550155,\,0.835062)$ up to the last digit. Directly,

$$v\cdot x=0.143745-0.002046=0.141699,\qquad v\cdot y=0.057969-0.199668=-0.141699,$$

with product $-0.020079$. The estimate $\lambda_-/(\pi\eta)$ at $\eta=10^{-6}$ Ha is $-6391.2473$ Ha$^{-1}$, and the value from linear solves of (6) with all poles present is $-6391.2472$ Ha$^{-1}$. A positive semidefinite block with these diagonals could have an off-diagonal element no larger than $\sqrt{0.027531\times0.000586}=0.00402$ in magnitude; the symmetrized element is $\tfrac12(-0.062474-0.000258)=-0.031366$.

With $n=4$ and complete spaces, the same procedure reproduces the FCI Lehmann sum formed from eigenstates of $H$ and bare operators. The largest asymmetry is then $9.6\times10^{-16}$ and the lowest eigenvalue of any symmetrized residue is $-2.4\times10^{-17}$, both rounding noise, as Section 10 requires.

The dependence on the spacing $R$, with extremes taken over all poles of both sectors, is as follows.

| $R$ (Å) | $E_{\rm CCSD}-E_{\rm FCI}$ (mHa) | max $\lvert\delta\rvert$ | min tr $Z$ | min $\lambda_-$ |
|---|---|---|---|---|
| 0.9 | +0.0072 | 1.203e−2 | +2.566e−5 | −2.376e−4 |
| 1.2 | −0.0627 | 3.655e−2 | +1.806e−3 | −1.444e−3 |
| 1.5 | −1.4738 | 6.824e−2 | +9.573e−4 | −2.008e−2 |
| 1.8 | −9.1076 | 4.885e−1 | −2.827e−1 | −4.236e−1 |

At 0.9 Å the ground-state energy is correct to 0.0072 mHa, yet one residue is unsymmetric by 0.012 and a canonical diagonal element is already negative, $-6.278\times10^{-5}$. A small error in $E_{\rm CC}$ says little about the residues, which depend on the truncated ion spaces as well. At 1.8 Å the failure is no longer a matter of rotated orbitals: a pole has trace $-0.2827$, so $\theta>90^\circ$, and the lowest canonical diagonal element is $-0.3043$. By (11) the remaining poles of that sector carry a correspondingly larger total weight. No complex poles occur at any of the four spacings. The 1.8 Å row, however, lies next to a coalescence of the kind described in Section 7 and should not be read as a smooth trend in $R$. The pole with negative trace is an attachment pole at 0.4340 Ha, and its neighbour of the same parity at 0.4492 Ha has trace $+0.5261$. At 1.75 Å the two lie at 0.4350 and 0.4789 Ha with traces $-0.036$ and $+0.258$, and at 1.81 Å they have become the complex pair $0.4388\pm0.0032\,i$ Ha.

## 12. Implementation notes

On a frequency grid, (6) needs no eigenvectors. For each $z$ and each $p$, solve $(z+M^-)w_p=b_p$ and form $G^-_{pq}=e_qw_p$; for each $q$, solve $(z-M^+)w_q=c_q$ and form $G^+_{pq}=f_pw_q$. The product of $M$ with a vector is the usual right EOM sigma equation. All elements $pq$ and $qp$ must be formed. Filling one triangle from the other silently replaces the function by a different one that depends on the ordering of the orbitals, and exchanging $p$ and $q$ in the ionization part alone breaks the total sum rule, because the antisymmetric parts of $\gamma$ in the two sectors then add instead of cancelling. The identity $e_qb_p+f_pc_q=\delta_{pq}$ holds for arbitrary $t$ and $\lambda$, as the cancellations in Section 8 use no amplitude equation, so it can be tested with random antisymmetric amplitudes before any Hamiltonian is involved.

For pole strengths both eigenvectors are required, normalized by $L_kR_k=1$. Replacing $L_k$ by $R_k^T$ gives $(R_k^Tb_p)(e_qR_k)$ for ionization, which has no fixed sign and obeys no sum rule, because $\sum_kR_kR_k^T\ne1$ for nonorthogonal eigenvectors. Taking $|x|^2$ or $|y|^2$ from separately normalized vectors gives a positive number that depends on an arbitrary scale and obeys no sum rule either. The invariants of a pole are $\mathrm{tr}Z=\rho\cos\theta$ and $\rho=|x||y|$. The product of norms $\rho$ is positive by construction and exceeds the trace whenever $\theta\neq0$; at $-0.665104$ Ha it is 0.068274 against 0.028117. Only the trace satisfies (11). Reporting $\theta$ with each pole costs two norms and one scalar product and measures directly how far that pole is from the exact structure $y\propto+x$.

A spin-adapted 2h1p or 2p1h basis need not be orthonormal. The right vectors must then be expressed in the coefficient convention of the sigma equation, and the left vectors as the linear functionals acting on those coefficients, so that $e_qw_p$ is the plain contraction $\langle\Lambda|\overline{a_q^\dagger}W_p|\Phi\rangle$ for the operator $W_p$ with coefficients $w_p$. Setting $\Lambda=0$ or $\Lambda=T^\dagger$ leaves $M^\mp$, and with them the positions of the surviving poles, unchanged and preserves the total sum rule, so neither of those checks need detect the substitution. With $\Lambda=0$ one has $e_c=0$ and $e_m(kl,d)=0$, so an ion state without a 1h component loses its pole: for H$_2$ in the 6-31G basis two of the four ionization poles vanish, while all twenty poles of the H$_4$ example survive. In general the residues and the density (11) change, and a comparison of $e_qb_p$ with the coupled-cluster density matrix detects it.

## Numbers as computed

```
H4 STO-3G spacing = 1.50 Angstrom; 1 Ha = 27.211386 eV
orbital energies (Ha): -0.429165 -0.298356 +0.132726 +0.359861
E_RHF = -1.82913741  E_CCSD = -1.99762416  E_FCI = -1.99615033 Ha
sector -: dim 12, pyscf doublets 10, max dev 3.4e-10 Ha, dark Omega (Ha) +0.488573 +0.658310, lost left norm 0.41113
sector +: dim 12, pyscf doublets 10, max dev 3.8e-10 Ha, dark Omega (Ha) +0.421538 +0.519910, lost left norm 0.41176
contour vs formula residues, max dev 1.2e-15; trace gamma(alpha) = 2.00000000
sum Z-: (0,2) -0.0155295 (2,0) -0.0021042 (1,3) +0.0164704 (3,1) +0.0044467
full-rank CC: max asymmetry 9.6e-16, min eigenvalue -2.4e-17
FCI first IP pole -0.378108 Ha trace 0.758652; first EA pole +0.218930 Ha trace 0.762199
CCSD poles: sector, omega(Ha), omega(eV), trace Z, max|Z-ZT|, min diag Z, lambda_min
- -0.376320  -10.2402 +0.756725 1.814e-02 -1.019e-04 -1.087e-04
- -0.434809  -11.8317 +0.618648 2.088e-02 +1.338e-32 -1.761e-04
- -0.550428  -14.9779 +0.391664 3.698e-02 +8.111e-32 -8.711e-04
- -0.665104  -18.0984 +0.028117 6.222e-02 -3.647e-31 -2.008e-02
- -0.696894  -18.9635 +0.101276 5.661e-02 -2.245e-31 -7.374e-03
- -0.797083  -21.6897 +0.071997 1.992e-03 +6.352e-32 -1.378e-05
- -1.012353  -27.5475 +0.003506 3.117e-04 -2.243e-32 -6.916e-06
- -1.076387  -29.2900 +0.021280 5.219e-03 -6.133e-34 -3.153e-04
- -1.275355  -34.7042 +0.002053 5.503e-04 +4.402e-30 -3.624e-05
- -1.276919  -34.7467 +0.004734 2.007e-04 +3.862e-30 -2.127e-06
+ +0.212758   +5.7894 +0.758638 2.322e-02 -1.490e-04 -1.777e-04
+ +0.328554   +8.9404 +0.411345 5.184e-02 +9.703e-32 -1.627e-03
+ +0.439170  +11.9504 +0.612601 6.824e-02 +7.861e-32 -1.895e-03
+ +0.498753  +13.5718 +0.033064 2.456e-02 -3.409e-03 -4.062e-03
+ +0.646800  +17.6003 +0.092280 1.560e-02 -2.798e-05 -6.543e-04
+ +0.746652  +20.3174 +0.044525 3.116e-03 +1.078e-32 -5.445e-05
+ +0.925867  +25.1941 +0.006689 8.119e-04 +1.692e-32 -2.455e-05
+ +0.954702  +25.9788 +0.036213 8.304e-03 -8.220e-35 -4.699e-04
+ +1.221185  +33.2301 +0.003687 2.182e-05 -7.000e-32 -3.227e-08
+ +1.226243  +33.3678 +0.000957 8.064e-04 +9.875e-31 -1.472e-04
worst pole: sector - omega = -0.665104 Ha, scaled so |x|=|y|=0.261293
x = -0.000000 +0.261281 -0.000000 -0.002450
y = +0.000000 +0.105368 -0.000000 -0.239106
u = -0.000000 +0.550155 -0.000000 +0.835062
x.y = +0.028117, angle = 65.681 deg, lambda_min = -2.0079e-02, lambda_max = +4.8195e-02
Z row 0: -0.000000 -0.000000 +0.000000 +0.000000
Z row 1: +0.000000 +0.027531 -0.000000 -0.062474
Z row 2: -0.000000 -0.000000 +0.000000 +0.000000
Z row 3: -0.000000 -0.000258 +0.000000 +0.000586
eta = 1e-06 Ha: A_uu = -6391.2472 1/Ha, lambda_min/(pi eta) = -6391.2473 1/Ha
scan: R(Angstrom), E_CCSD-E_FCI(mHa), max asym, min diag, min trace, min lambda, complex poles
0.9 +0.0072 1.203e-02 -6.278e-05 +2.566e-05 -2.376e-04 0
1.2 -0.0627 3.655e-02 -1.270e-03 +1.806e-03 -1.444e-03 0
1.5 -1.4738 6.824e-02 -3.409e-03 +9.573e-04 -2.008e-02 0
1.8 -9.1076 4.885e-01 -3.043e-01 -2.827e-01 -4.236e-01 0
```
